# The Least Resistance of a Uniformly Doped Punch-Through Drift Layer: test program

```python
"""
Result under test: a uniformly doped layer that blocks voltage V with fixed
peak field E has least specific resistance (27/8) V^2/(eps mu E^3), reached at
thickness W = 3V/(2E) and net doping N = 4 eps E^2/(9 q V).
eps: permittivity, mu: mobility, q: elementary charge.
Model: one dimension, full ionization, ohmic conduction through all of W.
Lengths are in cm, fields in V/cm, densities in cm^-3, unless stated.
The example is a p-type diamond layer with rough typical material values.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q = const.e
eps_vacuum = const.epsilon_0 / 100.0      # F/cm


def blocking_voltage(doping, thickness, peak, eps):
    """Area under the field, which stops at zero if the layer is too thick."""
    x = np.linspace(0.0, thickness, 4001)
    return trapezoid(np.maximum(peak - q * doping * x / eps, 0.0), x)


def thinnest_layer(doping, volt, peak, eps):
    """Least thickness that blocks volt, or infinity if none does."""
    thick = 4.0 * volt / peak
    if blocking_voltage(doping, thick, peak, eps) < volt:
        return np.inf
    return brentq(lambda w: blocking_voltage(doping, w, peak, eps) - volt,
                  0.5 * volt / peak, thick, xtol=1e-15, rtol=1e-12)


def search_best_layer(volt, peak, eps, mu):
    """Search over doping, with no use of the derived optimum."""
    def resistance(log_doping):
        n = np.exp(log_doping)
        return thinnest_layer(n, volt, peak, eps) / (q * mu * n)
    scale = eps * peak**2 / (q * volt)
    logs = np.log(np.geomspace(0.02, 5.0, 160) * scale)
    values = np.array([resistance(v) for v in logs])
    k = int(np.argmin(values))
    best = minimize_scalar(resistance, bounds=(logs[k - 1], logs[k + 1]),
                           method="bounded", options={"xatol": 1e-8})
    n = np.exp(best.x)
    return best.fun, thinnest_layer(n, volt, peak, eps), n


def triangular_layer(volt, peak, eps, mu):
    """Highest doping that can still block volt; field just reaches zero."""
    scale = eps * peak**2 / (q * volt)
    n = brentq(lambda d: blocking_voltage(d, 4 * volt / peak, peak, eps)
               - volt, 0.1 * scale, 2.0 * scale, rtol=1e-12)
    w = eps * peak / (q * n)
    return w / (q * mu * n), w, n


# Symbolic derivation from the field integral.
Vs, Es, Ws, Ns, es, ms, qs, xs = sp.symbols("V E W N eps mu q x", positive=True)
area = sp.integrate(Es - qs * Ns * xs / es, (xs, 0, Ws))
doping_sym = sp.solve(sp.Eq(area, Vs), Ns)[0]
res_sym = sp.simplify(Ws / (qs * ms * doping_sym))
roots = sp.solve(sp.numer(sp.together(sp.diff(res_sym, Ws))), Ws)
assert len(roots) == 1 and sp.simplify(roots[0] - 3 * Vs / (2 * Es)) == 0
coefficient = sp.simplify(res_sym.subs(Ws, roots[0]) * es * ms * Es**3 / Vs**2)
assert coefficient == sp.Rational(27, 8)
curvature = sp.simplify(sp.diff(res_sym, Ws, 2).subs(Ws, roots[0]))
assert curvature.is_positive

# Inputs of the example (rough typical values for diamond).
V = 1.0e4                 # V
E = 5.0e6                 # V/cm
eps_rel = 5.7
eps = eps_rel * eps_vacuum
mu = 600.0                # cm2/Vs at the operating temperature
T = 500.0                 # K
acceptor_level = 0.37     # eV above the valence band
acceptor_degeneracy = 4.0
hole_dos_mass = 0.8       # in electron masses
tunnel_mass = 0.3         # in electron masses
gap = 5.5                 # eV
schottky_barrier = 1.5    # eV
built_in = 4.5            # V
saturation_velocity = 1.0e7   # cm/s
current_density = 100.0   # A/cm2
mobility_power = -2.0     # mobility varies as T to this power

# Derived formulas against the numerical search, for unrelated parameters.
for v, e, ep, m in ((V, E, eps, mu), (700.0, 3.0e5, 11.0 * eps_vacuum, 1300.0)):
    r_num, w_num, n_num = search_best_layer(v, e, ep, m)
    unit = v**2 / (ep * m * e**3)
    assert abs(r_num / (27 / 8 * unit) - 1) < 1e-6
    assert abs(w_num / (1.5 * v / e) - 1) < 1e-4
    assert abs(n_num / (4 * ep * e**2 / (9 * q * v)) - 1) < 1e-4
    r_tri, w_tri, n_tri = triangular_layer(v, e, ep, m)
    assert abs(r_tri / (4 * unit) - 1) < 1e-4
    assert abs(w_tri / (2 * v / e) - 1) < 1e-4

W = 1.5 * V / E
N = 4 * eps * E**2 / (9 * q * V)
R = 27 / 8 * V**2 / (eps * mu * E**3)
R_search = search_best_layer(V, E, eps, mu)[0]
R_tri, W_tri, N_tri = triangular_layer(V, E, eps, mu)

# Finite-difference Poisson equation with both end potentials imposed.
cells = 400
h = W / cells
bands = np.ones((3, cells - 1))
bands[1] = -2.0
rhs = np.full(cells - 1, q * N / eps * h**2)
rhs[0] -= V
pot = np.concatenate(([V], solve_banded((1, 1), bands, rhs), [0.0]))
field_start = (3 * pot[0] - 4 * pot[1] + pot[2]) / (2 * h)
field_end = -(3 * pot[-1] - 4 * pot[-2] + pot[-3]) / (2 * h)
assert abs(field_start / E - 1) < 1e-6
assert abs(field_end / (E / 3) - 1) < 1e-6

# Tolerances of the design.
loss = 1 - blocking_voltage(1.1 * N, W, E, eps) / V
assert abs(loss - 0.05) < 1e-6
R_low_field = search_best_layer(V, 0.9 * E, eps, mu)[0]
assert abs(R_low_field / R - 0.9**-3) < 1e-5


def doping_for(thickness):
    return 2 * eps * (E * thickness - V) / (q * thickness**2)


def redesigned(thickness):
    return thickness / (q * mu * doping_for(thickness))


# Incomplete ionization of the acceptors.
def band_density(temp):
    mass = hole_dos_mass * const.m_e
    return 2e-6 * (2 * np.pi * mass * const.k * temp / const.h**2)**1.5


def free_holes(net, temp, donors=0.0):
    kt = const.k * temp / q
    k = band_density(temp) / acceptor_degeneracy * np.exp(-acceptor_level / kt)
    b = k + donors
    return 2 * k * net / (b + np.sqrt(b**2 + 4 * k * net))


def holes_from_fermi_level(net, temp, donors):
    """Charge balance solved for the Fermi level above the valence band."""
    kt = const.k * temp / q

    def balance(level):
        holes = band_density(temp) * np.exp(-level / kt)
        ionized = (net + donors) / (1 + acceptor_degeneracy
                                    * np.exp((acceptor_level - level) / kt))
        return np.log((holes + donors) / ionized)
    level = brentq(balance, 0.01, 2.0, xtol=1e-14)
    return band_density(temp) * np.exp(-level / kt)


for temp in (300.0, T):
    for donors in (0.0, 0.1 * N):
        assert abs(free_holes(N, temp, donors)
                   / holes_from_fermi_level(N, temp, donors) - 1) < 1e-6


def optimum_with_ionization(temp):
    def cost(u):
        w = u * V / E
        return w / (q * mu * free_holes(doping_for(w), temp))
    best = minimize_scalar(cost, bounds=(1.01, 2.0), method="bounded",
                           options={"xatol": 1e-9})
    n = doping_for(best.x * V / E)
    d = 1e-3
    s = np.log(free_holes(n * (1 + d), temp) / free_holes(n * (1 - d), temp))
    s /= np.log((1 + d) / (1 - d))
    assert abs(best.x - (1 + 2 * s) / (1 + s)) < 1e-4
    return best.fun, best.x * V / E, n, s


p_hot = free_holes(N, T)
p_room = free_holes(N, 300.0)
p_comp = free_holes(N, T, 0.1 * N)
R_ion, W_ion, N_ion, s_ion = optimum_with_ionization(T)
R_room, W_room, N_room, s_room = optimum_with_ionization(300.0)
R_fixed = R * N / p_hot
assert R < R_ion < R_fixed
hotter = (((T + 50) / T)**(-mobility_power) * p_hot / free_holes(N, T + 50))

# Avalanche integral with ionization coefficient A * field^7.
# A is set so that the fixed-field optimum breaks down at V.
nodes, weights = np.polynomial.legendre.leggauss(8)


def seventh_power_integral(peak, thickness):
    end = 2 * V / thickness - peak
    field = 0.5 * (peak + end) + 0.5 * (peak - end) * nodes
    return 0.5 * thickness * np.sum(weights * (field / E)**7)


A = 1 / seventh_power_integral(E, W)


def avalanche_peak(thickness):
    return brentq(lambda f: A * seventh_power_integral(f, thickness) - 1,
                  V / thickness, 2 * V / thickness, rtol=1e-12)


def avalanche_resistance(thickness):
    peak = avalanche_peak(thickness)
    return thickness**3 / (2 * eps * mu * (peak * thickness - V))


w_flat = brentq(lambda w: A * seventh_power_integral(V / w, w) - 1,
                0.5 * V / E, 3 * V / E)
w_full = brentq(lambda w: A * seventh_power_integral(2 * V / w, w) - 1,
                0.5 * V / E, 5 * V / E)
best_av = minimize_scalar(avalanche_resistance,
                          bounds=(1.001 * w_flat, 0.99999 * w_full),
                          method="bounded", options={"xatol": 1e-10})
W_av, R_av = best_av.x, best_av.fun
R_av_tri = w_full**3 / (2 * eps * mu * V)
assert R_av < 0.95 * R_av_tri


# Tunnelling through a triangular barrier at the peak field.
def tunnel_exponent(barrier):
    force = q * E * 100.0
    width = barrier * q / force
    mass = tunnel_mass * const.m_e
    return quad(lambda t: 2 * width * np.sqrt(2 * mass * barrier * q * (1 - t))
                / const.hbar, 0.0, 1.0)[0]


exp_gap = tunnel_exponent(gap)
exp_schottky = tunnel_exponent(schottky_barrier)
J_schottky = (q**3 * (E * 100)**2 / (8 * np.pi * const.h * schottky_barrier * q)
              / tunnel_mass * np.exp(-exp_schottky)) * 1e-4
zero_bias_width = np.sqrt(2 * eps * built_in / (q * N))
drift_velocity = current_density / (q * p_hot)

um, mohm = 1e4, 1e3
print("INPUTS (material values rough)")
print(f"blocking voltage {V/1e3:.1f} kV; peak field {E/1e6:.1f} MV/cm")
print(f"relative permittivity {eps_rel:.1f}; mobility {mu:.0f} cm2/Vs")
print(f"temperature {T:.0f} K; acceptor level {acceptor_level:.2f} eV")
print(f"acceptor degeneracy {acceptor_degeneracy:.0f}; "
      f"hole density mass {hole_dos_mass:.1f} m_e")
print("IDEAL OPTIMUM")
print(f"permittivity {eps:.4e} F/cm")
print(f"thickness {W*um:.2f} um; doping {N:.3e} cm^-3")
print(f"field at far end (Poisson) {field_end/1e6:.3f} MV/cm")
print(f"specific resistance, formula {R*mohm:.3f} mohm cm2")
print(f"specific resistance, search {R_search*mohm:.3f} mohm cm2")
print(f"main result in SI {R*1e-4:.3e} ohm m2")
print("TRIANGULAR-FIELD LAYER")
print(f"thickness {W_tri*um:.2f} um; doping {N_tri:.3e} cm^-3")
print(f"specific resistance {R_tri*mohm:.3f} mohm cm2")
print(f"ratio optimum/triangular {R/R_tri:.5f}")
print("TOLERANCES")
print(f"10% thinner, doping redesigned: R x {redesigned(0.9*W)/R:.4f}")
print(f"10% thicker, doping redesigned: R x {redesigned(1.1*W)/R:.4f}")
print(f"10% more doping, same W: voltage loss {100*loss:.2f} %")
print(f"10% lower peak field, redesigned: R x {R_low_field/R:.4f}")
print("INCOMPLETE IONIZATION (same mobility throughout)")
print(f"ionized fraction at {T:.0f} K {p_hot/N:.4f}; at 300 K {p_room/N:.4f}")
print(f"hole density at {T:.0f} K {p_hot:.3e} cm^-3")
print(f"ideal layer at {T:.0f} K: R {R_fixed*mohm:.2f} mohm cm2")
print(f"reoptimized at {T:.0f} K: R {R_ion*mohm:.2f} mohm cm2")
print(f"  W {W_ion*um:.2f} um; N {N_ion:.3e} cm^-3; s {s_ion:.3f}")
print(f"ideal layer at 300 K: R x {N/p_room:.1f}")
print(f"reoptimized at 300 K: R x {R_room/R:.1f}")
print(f"  W {W_room*um:.2f} um; N {N_room:.3e} cm^-3; s {s_room:.3f}")
print(f"donors 10% of net doping, {T:.0f} K: R x {p_hot/p_comp:.3f}")
print(f"50 K hotter, mobility as T^{mobility_power:.0f}: R x {hotter:.3f}")
print("AVALANCHE INTEGRAL, SEVENTH-POWER LAW")
print(f"best W {W_av*um:.2f} um; peak {avalanche_peak(W_av)/1e6:.3f} MV/cm")
print(f"best R {R_av*mohm:.3f} mohm cm2")
print(f"triangular W {w_full*um:.2f} um; peak {2*V/w_full/1e6:.3f} MV/cm")
print(f"triangular R {R_av_tri*mohm:.3f} mohm cm2; ratio {R_av/R_av_tri:.4f}")
print("OTHER NEGLECTED EFFECTS")
print(f"built-in voltage {built_in:.1f} V: zero-bias width "
      f"{zero_bias_width*um:.2f} um")
print(f"  share of layer {100*zero_bias_width/W:.2f} %")
print(f"drift velocity at {current_density:.0f} A/cm2 {drift_velocity:.2e} cm/s")
print(f"  share of {saturation_velocity:.0e} cm/s: "
      f"{100*drift_velocity/saturation_velocity:.2f} %")
print(f"holes / band density {p_hot/band_density(T):.2e}")
print(f"tunnel mass {tunnel_mass:.1f} m_e; gap {gap:.1f} eV: "
      f"exponent {exp_gap:.1f}")
print(f"Schottky barrier {schottky_barrier:.1f} eV: exponent {exp_schottky:.1f}")
print(f"  field-emission current {J_schottky:.1e} A/cm2")
print("finished without a failed check")
```

Printed output:

```
INPUTS (material values rough)
blocking voltage 10.0 kV; peak field 5.0 MV/cm
relative permittivity 5.7; mobility 600 cm2/Vs
temperature 500 K; acceptor level 0.37 eV
acceptor degeneracy 4; hole density mass 0.8 m_e
IDEAL OPTIMUM
permittivity 5.0469e-13 F/cm
thickness 30.00 um; doping 3.500e+15 cm^-3
field at far end (Poisson) 1.667 MV/cm
specific resistance, formula 8.916 mohm cm2
specific resistance, search 8.916 mohm cm2
main result in SI 8.916e-07 ohm m2
TRIANGULAR-FIELD LAYER
thickness 40.00 um; doping 3.938e+15 cm^-3
specific resistance 10.568 mohm cm2
ratio optimum/triangular 0.84375
TOLERANCES
10% thinner, doping redesigned: R x 1.0414
10% thicker, doping redesigned: R x 1.0238
10% more doping, same W: voltage loss 5.00 %
10% lower peak field, redesigned: R x 1.3717
INCOMPLETE IONIZATION (same mobility throughout)
ionized fraction at 500 K 0.5048; at 300 K 0.0275
hole density at 500 K 1.767e+15 cm^-3
ideal layer at 500 K: R 17.66 mohm cm2
reoptimized at 500 K: R 17.46 mohm cm2
  W 28.06 um; N 3.225e+15 cm^-3; s 0.675
ideal layer at 300 K: R x 36.3
reoptimized at 300 K: R x 35.2
  W 26.73 um; N 2.968e+15 cm^-3; s 0.508
donors 10% of net doping, 500 K: R x 1.067
50 K hotter, mobility as T^-2: R x 0.923
AVALANCHE INTEGRAL, SEVENTH-POWER LAW
best W 31.72 um; peak 5.044 MV/cm
best R 8.781 mohm cm2
triangular W 39.22 um; peak 5.099 MV/cm
triangular R 9.964 mohm cm2; ratio 0.8813
OTHER NEGLECTED EFFECTS
built-in voltage 4.5 V: zero-bias width 0.90 um
  share of layer 3.00 %
drift velocity at 100 A/cm2 3.53e+05 cm/s
  share of 1e+07 cm/s: 3.53 %
holes / band density 4.57e-05
tunnel mass 0.3 m_e; gap 5.5 eV: exponent 96.5
Schottky barrier 1.5 eV: exponent 13.7
  field-emission current 9.2e+01 A/cm2
finished without a failed check
```
